Optimal phase durations in charge pumping at short periods

**Result**

A transistor gate is switched periodically between two levels. During a time tₙ the silicon surface holds electrons, and an empty interface trap captures one with time constant τₙ. During a time tₚ it holds holes, and a filled trap captures one with time constant τₚ. The period T = tₙ + tₚ and both levels are held fixed; only the division of the period is varied. If T is much shorter than τₙ and τₚ, the pumped current is largest when

tₙ : tₚ = √τₙ : √τₚ,

and its value is then

I_max = qN / (√τₙ + √τₚ)².

Here q is the elementary charge and N the number of traps, all with the same two capture times. The law is the leading term for short periods; its correction is found in stage 3.

**Conventions and assumptions**

The device is an n-channel transistor: electrons reach the surface from source and drain, holes from the substrate. A trap that captures an electron and then a hole has recombined one pair, which carries one elementary charge around the external circuit. I is the magnitude of this direct current. The mean occupancy of a trap by an electron is f, between 0 and 1, and the fraction of the period spent in the electron phase is the duty d = tₙ/T.

The capture times are constant within each phase. A capture time is the inverse of cross section times thermal velocity times surface carrier density, so it depends on the gate level. Emission from traps is neglected until stage 4, and the edges of the pulse are taken as instantaneous until the example. The pumping has gone on long enough to be periodic.

**Stage 1: equal capture times**

Let τₙ = τₚ = τ, with T much shorter than τ. In one phase only a small fraction of the traps changes state, so f is nearly constant over the cycle. Per trap and cycle,

electrons captured = (1 − f) dT/τ,
holes captured = f (1 − d)T/τ.

In the periodic state f returns to its value after each cycle, so the two numbers are equal:

(1 − f) d = f (1 − d).

The product fd cancels on both sides, which leaves f = d. Dividing the captured electrons by T gives the number of pairs per trap and unit time,

r = d(1 − d)/τ.

This vanishes at d = 0 and d = 1, as it must, since one carrier type is then never offered. It is largest at d = 1/2, where r = 1/(4τ). Symmetry demands equal phases here, so this case cannot tell a square-root law from a proportional one. Unequal capture times are needed.

**Stage 2: unequal capture times**

The balance now reads

(1 − f) d/τₙ = f (1 − d)/τₚ.

Define the total relaxation rate

R = d/τₙ + (1 − d)/τₚ.

Collecting the terms in f gives f = (d/τₙ)/R. The pair rate is the right-hand side of the balance:

r = f (1 − d)/τₚ = d(1 − d)/(τₙτₚR).

Inverting, and inserting R,

1/r = τₙτₚ [d/τₙ + (1 − d)/τₚ] / [d(1 − d)]
  = τₙ/d + τₚ/(1 − d).

Each term is a mean waiting time. An empty trap is offered electrons for a fraction d of the time and waits τₙ/d on average; a filled one waits τₚ/(1 − d) for a hole. A pair costs the sum of both waits. The period has dropped out: in this limit the charge per cycle is proportional to T, and the current does not depend on T.

To minimize the sum, multiply it by 1 = d + (1 − d):

1/r = τₙ + τₚ + τₙ(1 − d)/d + τₚ d/(1 − d).

The last two terms have the product τₙτₚ. For positive A and B, A + B = 2√(AB) + (√A − √B)², so

1/r = (√τₙ + √τₚ)² + [√(τₙ(1 − d)/d) − √(τₚ d/(1 − d))]².

The square cannot be negative, and it vanishes when

τₙ(1 − d)/d = τₚ d/(1 − d),
that is (1 − d)²/d² = τₚ/τₙ.

Since d and 1 − d are positive, the positive root applies:

tₙ/tₚ = d/(1 − d) = √(τₙ/τₚ),
d* = √τₙ/(√τₙ + √τₚ).

This is the single maximum of r over 0 < d < 1, and I = qNr gives the stated I_max.

*Why not proportional phases?* Phases proportional to the capture times, d = τₙ/(τₙ + τₚ), make the two waits equal: each is τₙ + τₚ. The aim, however, is the smallest sum. Equal phases give waits 2τₙ and 2τₚ, with the same sum. Both choices therefore yield

I = qN/[2(τₙ + τₚ)].

Relative to the maximum this is (√τₙ + √τₚ)²/[2(τₙ + τₚ)]. The ratio is 1 for equal capture times and tends to 1/2 when they are very different.

*Limit of one slow capture.* If τₚ is much longer than τₙ, then d* tends to √(τₙ/τₚ), which is small, and I_max tends to qN/τₚ. Nearly the whole period goes to the slow process, which alone sets the current. Here T need not be shorter than τₙ. For the square-root division to stay optimal, it is the electron phase that must be short compared with τₙ, and with tₙ = d*T this means that T must be short compared with √(τₙτₚ).

*State at the optimum.* Write S = √τₙ + √τₚ. Then d*/τₙ = 1/(S√τₙ) and (1 − d*)/τₚ = 1/(S√τₚ), so

R = (1/S)(1/√τₙ + 1/√τₚ) = 1/√(τₙτₚ),
f = (d*/τₙ)/R = √τₚ/S = 1 − d*.

The occupancy settles with the time constant √(τₙτₚ), the geometric mean of the capture times. When hole capture is the slower process, the traps are filled more than half the time.

**Stage 3: any period**

The assumption of constant f can now be removed. In the electron phase df/dt = (1 − f)/τₙ, and in the hole phase df/dt = −f/τₚ. Put

x = tₙ/τₙ, y = tₚ/τₚ, a = e^(−x), b = e^(−y).

Let f₀ be the occupancy before the electron phase and f₁ that after it. The solutions of the two equations give

1 − f₁ = a(1 − f₀), f₀ = b f₁.

Substituting the second into the first, f₁ = 1 − a + ab f₁, hence f₁ = (1 − a)/(1 − ab). The number of electrons captured per trap and cycle is

g = f₁ − f₀ = (1 − b) f₁ = (1 − a)(1 − b)/(1 − ab).

The same number of holes is captured, because f falls back from f₁ to f₀. A more useful form follows from coth(x/2) = (1 + a)/(1 − a):

½[coth(x/2) + coth(y/2)]
  = ½[(1 + a)(1 − b) + (1 + b)(1 − a)] / [(1 − a)(1 − b)]
  = (1 − ab)/[(1 − a)(1 − b)] = 1/g.

*Short-period limit.* For small u, coth u = 1/u + u/3 + … . Therefore

1/g = 1/x + 1/y + (x + y)/12 + …
  = [(x + y)/(xy)] (1 + xy/12 + …).

With I = qNg/T, the leading part is T(1/x + 1/y) = τₙ/d + τₚ/(1 − d), as in stage 2. The finite period lowers the current by the fraction xy/12, which is of second order in T.

*Long-period limit.* For large x and y, g tends to 1: each trap pumps one charge per cycle, I tends to qN/T, and the duty hardly matters.

*Optimum at finite period.* At fixed T, 1/g must be minimal while tₙ + tₚ stays constant. Since the derivative of coth u is −1/sinh² u, the derivatives of 1/g with respect to tₙ and tₚ are equal when

1/[τₙ sinh²(tₙ/2τₙ)] = 1/[τₚ sinh²(tₚ/2τₚ)],

or, after inverting and taking positive roots,

√τₙ sinh(tₙ/2τₙ) = √τₚ sinh(tₚ/2τₚ).

With growing tₙ the left side rises and the right side falls, so there is one solution. It is a minimum of 1/g because coth is convex for positive argument. For small arguments sinh u ≈ u, and the condition becomes tₙ/√τₙ = tₚ/√τₚ, the square-root law.

For the first correction use ln(sinh u) ≈ ln u + u²/6 with u = x/2 and u = y/2:

ln(tₙ/tₚ) = ½ ln(τₙ/τₚ) + (y² − x²)/24.

A small change δd changes ln[d/(1 − d)] by δd/[d(1 − d)]. Hence

δd = d*(1 − d*)(y² − x²)/24.

At the square-root optimum x/y = √(τₚ/τₙ). If τₙ is the shorter time, x exceeds y and the duty falls, towards the proportional value. In the long-period limit sinh u ≈ ½e^u, and the condition becomes x − y = ln(τₚ/τₙ). This difference stays fixed while x and y grow, so x/y tends to 1 and the best phases become proportional to the capture times. The two laws are the short and long ends of one condition.

*An upper bound.* At fixed duty, T/g is a sum of terms of the form T coth(cT) with positive c. These increase with T, because

d(u coth u)/du = (sinh u cosh u − u)/sinh² u > 0,

where sinh u cosh u = ½ sinh 2u exceeds u. The current therefore falls as the period is lengthened, and within this model I_max is an upper bound for every period and duty.

**Stage 4: emission**

A filled trap can also return its electron to the conduction band, at a rate eₙ, and an empty one can release a hole to the valence band, at a rate eₚ. Both go on in both phases. If all changes of f within a cycle are still small, the mean filling rate of an empty trap is d/τₙ + eₚ, and the mean emptying rate of a filled one is (1 − d)/τₚ + eₙ. The balance gives

f = (d/τₙ + eₚ)/(R + eₙ + eₚ).

The net number of electrons taken from the channel per unit time is capture minus emission:

r = (1 − f) d/τₙ − eₙ f
  = [d(1 − d)/(τₙτₚ) − eₙeₚ]/(R + eₙ + eₚ).

The terms eₙd/τₙ cancelled in the numerator. Without emission the result of stage 2 returns. The term −eₙeₚ is not the complete small correction: it would leave a current at d = 0 and d = 1, where the surface is in thermal equilibrium. The capture of holes in the electron phase and of electrons in the hole phase, neglected here, is of the same order. If it is included, with electron times hole density equal to nᵢ² in each phase, the numerator becomes d(1 − d)(1 − eₙeₚτₙτₚ)²/(τₙτₚ), which vanishes there. For cross sections independent of energy the product eₙeₚ is the same for all trap energies, and all these terms are negligible in the example below. Emission then reduces the current by the factor R/(R + eₙ + eₚ): a trap contributes more than half its full current if R, the sum of the two mean capture rates, exceeds the sum of its emission rates.

Let E be the trap energy measured from midgap, with eₙ = eₙ₀ e^(E/kT) and eₚ = eₚ₀ e^(−E/kT). The factor is near 1 in the middle of the gap and falls to one half where eₙ = R above and where eₚ = R below. Each fall has the symmetric shape 1/(1 + e^z), whose area equals that of a sharp step at its half-point. For uniformly distributed traps the effective energy window is the distance between the half-points:

ΔE = kT ln(R/eₙ₀) + kT ln(R/eₚ₀) = kT ln[R²/(eₙ₀eₚ₀)].

This requires both half-points to lie well inside the gap and several kT apart.

**A worked example**

The model parameters lie in the rough regime of a silicon transistor with a thermal oxide at 300 K. The cross sections are 1.0 × 10⁻¹⁵ cm² for electrons and 1.0 × 10⁻¹⁶ cm² for holes, the thermal velocity is 10⁷ cm/s, and the surface densities in the two phases are 1.0 × 10¹⁵ cm⁻³ electrons and 2.5 × 10¹⁵ cm⁻³ holes. Then

τₙ = 1/(10⁻¹⁵ × 10⁷ × 10¹⁵) s = 100 ns,
τₚ = 1/(10⁻¹⁶ × 10⁷ × 2.5 × 10¹⁵) s = 400 ns.

The period is 20 ns (50 MHz). The square roots stand as 10 : 20, so d* = 1/3, tₙ = 6.67 ns and tₚ = 13.33 ns. The two waits are 100/(1/3) = 300 ns and 400/(2/3) = 600 ns, so each trap pumps one charge per 900 ns.

The gate is 1 µm long and 10 µm wide, an area of 10⁻⁷ cm². With a trap density of 10¹⁰ cm⁻² eV⁻¹, the traps within 0.15 eV of midgap number 10¹⁰ × 0.30 × 10⁻⁷ = 300. The maximum current is

I_max = 300q/(900 ns) = 53.4 pA.

Equal phases and proportional phases (d = 0.2) both give 48.1 pA, 10 % below the maximum, since their waits add up to 1000 ns.

With x = 0.0667 and y = 0.0333, the finite-period loss xy/12 is 0.0185 % of I_max. The occupancy swings between 0.66 and 0.68, around the predicted 2/3, and settles with a time constant of 200 ns, or ten periods. At a period of 100 ns the shift formula gives δd = (2/9)(1/36 − 1/9)/24 = −0.0008; direct numerical maximization gives d = 0.3326. At 2000 ns the optimum is 0.254 and at 20 000 ns it is 0.206, approaching 0.2.

**What the model leaves out**

*Emission and other traps.* The midgap emission rates are 100 s⁻¹ for electrons and 10 s⁻¹ for holes, against R = 5 × 10⁶ s⁻¹. Averaged over the 300 traps, emission costs 0.06 % of the current. The larger matter is the traps outside the chosen window. If the density is uniform across the gap, the formula gives ΔE = 0.619 eV; numerical solution of the rate equations, energy by energy, gives 0.618 eV. The current becomes 110 pA, about twice the value for the 300 traps. The optimal duty moves only to 0.347. It rises because R grows with d when τₙ < τₚ, which widens the window.

*Uneven surface potential.* Let the local potential be higher by s in units of kT/q, by the same amount in both phases. This is a simplification: a fixed charge in the oxide shifts it less in the hole phase, where the depletion capacitance is larger. There are then more electrons in one phase and fewer holes in the other: τₙ becomes τₙe^(−s) and τₚ becomes τₚe^s. For a Gaussian spread of s with standard deviation 1, that is 26 mV, the current at d = 1/3 falls to 0.77 of its uniform value, and the optimum moves to d = 0.40. For the oxide and doping given below, the shift in the hole phase is about 0.78 of that in the electron phase, and these values become 0.79 and d = 0.38. The limit of a wide spread explains the direction. With A = τₙ/d, B = τₚ/(1 − d) and s₀ = ½ ln(A/B),

1/r = Ae^(−s) + Be^s = 2√(AB) cosh(s − s₀).

The mean rate is thus √[d(1 − d)/(τₙτₚ)] times the mean of 1/[2 cosh(s − s₀)]. For a very wide spread that mean hardly depends on s₀, and the prefactor alone favours d = 1/2. A wide spread therefore draws the optimum from the square-root value towards equal phases, and the numerical value 0.40 shows the same direction for a spread of 26 mV. More generally, traps with different ratios τₙ/τₚ have no common optimum, whereas a common factor on both times leaves d* unchanged.

*Edges.* If each of two edges takes 1 ns and no capture occurs during them, 18 ns remain to be divided. The best ratio is still 1 : 2, and the current is 18/20 of its former value, 48.1 pA. Its agreement with the equal-phase current is a coincidence of the chosen numbers.

*Carrier supply.* For a doping of 10¹⁷ cm⁻³ and a mobility of 400 cm²/Vs, the electron density in the channel settles by diffusion from both ends in about 0.1 ns. Capture by the 300 counted traps lowers their density at mid-channel by about 0.7 %; with the traps of the whole gap the figure, averaged over the electron phase, is about 2 %. The electrons left behind at the falling edge amount to about 0.01 % of the pumped charge, if they leave by diffusion throughout the 1 ns edge.

*Oxide and statistics.* With a 5 nm oxide the depletion approximation gives a gate swing of about 0.76 V and a largest oxide field of about 0.45 MV/cm, far below breakdown at roughly 10 MV/cm. Without the depletion approximation the values are 0.77 V and 0.44 MV/cm. All carrier densities here are classical. At the surface field of about 1.5 × 10⁵ V/cm in the electron phase, quantum confinement lowers the electron sheet density to roughly a third at the same surface potential, so the supply estimates above give orders of magnitude only. For a barrier of 3.1 eV and an effective mass in the oxide of 0.4 electron masses, an estimate of direct tunnelling of channel electrons is of order 10⁻¹⁶ pA or less. It depends strongly on the assumed mass, and leakage through oxide defects is not included. The hole density is about 10⁻⁴ of the band density, so degeneracy is negligible.

**Beside a real device**

A trap density near 10¹⁰ cm⁻² eV⁻¹ is roughly that of a good annealed interface. The surface densities, however, are far below those of usual charge pumping, which drives the surface into strong inversion and accumulation. Capture then takes of the order of nanoseconds or less, and at ordinary frequencies the long-period limit holds for traps near midgap: one charge per trap and cycle, with little dependence on duty. Traps near the band edges contribute little, because during the edges of the pulse they emit their carriers back to the band these came from. The square-root law needs weak gate levels or traps that capture slowly. Faster pulses help only as long as the edges and the filling of the channel remain short against both phases. Working at short periods has a price: a shift of the surface potential by 26 mV changes a capture time by a factor e, and the current depends on the capture times, whereas in the long-period limit it hardly does. Among the losses estimated above for the counted traps, that from an uneven surface potential is the largest: a 26 mV spread lowers the current by 21 to 23 % at fixed duty. The effect of a spread in the cross sections was not estimated. As a rule for setting a pulse, the square-root division holds for a population with one ratio of capture times, negligible emission, too little trapped charge to shift the surface potential noticeably, edges short against both phases, a channel that fills and empties in a time short against both phases, and a period short against both capture times. Most of the values behind these estimates are in the numerical output.

Computed values

```
temperature 300 K, kT 0.02585 eV
cross sections: electron 1.0e-15, hole 1.0e-16 cm2
thermal velocity 1.0e+07 cm/s, n_i 1.0e+10 cm^-3
surface densities: n_s 1.00e+15, p_s 2.50e+15 cm^-3
capture times: tau_n 100.0 ns, tau_p 400.0 ns
period 20.0 ns, frequency 50.0 MHz
gate length 1.0 um, width 10.0 um, area 1.0e-07 cm2
trap density 1.0e+10 cm^-2 eV^-1
half window about midgap 0.15 eV, traps 300
optimal duty 0.3333, t_n 6.667 ns, t_p 13.333 ns
x = t_n/tau_n 0.0667, y = t_p/tau_p 0.0333 (no unit)
time per pumped electron per trap, short limit 900.0 ns
maximum current, short-period limit 53.41 pA
current at 20 ns period, optimal duty 53.40 pA
current, equal phases 48.06 pA
current, phases proportional to tau 48.06 pA
duty for phases proportional to tau 0.2000
occupancy before/after electron phase 0.6555 / 0.6777
relaxation time of occupancy 200.0 ns
finite-period loss 0.0185 %
optimal duty at 100 ns period 0.33257
optimal duty at 2000 ns period 0.2540
optimal duty at 20000 ns period 0.2055
midgap emission rates: e_n0 100.0, e_p0 10.0 1/s
emission loss: window mean 0.063 %, edge 0.66 %
effective window, whole gap: numeric 0.6179 eV
effective window, whole gap: formula 0.6190 eV
current with traps of whole gap 110.0 pA
optimal duty with traps of whole gap 0.3469
potential fluctuation rms 25.9 mV: optimal duty 0.4005
current ratio with / without fluctuation 0.767
two edges of 1.0 ns without capture: 48.06 pA
doping 1.0e+17 cm^-3, mobility 400 cm2/Vs, oxide 5.0 nm
surface potential: high level 0.714 V, low level 0.095 V
gate swing 0.76 V, largest oxide field 0.45 MV/cm
channel sheet density 1.74e+08 cm^-2, pumped per cycle 6.67e+07 cm^-2
channel diffusion time 0.098 ns
mid-channel electron deficit 0.69 %
electrons left at falling edge / pumped 0.0096 %
oxide tunnelling estimate 4.7e-17 pA
degeneracy: p_s / band density 1.0e-04 (free mass)
```
